# Mean Path Length Beyond Continuous Slowing Down for Equal Masses

## Problem

An ion of kinetic energy $E$ moves through a random, amorphous target of atoms that have the ion's own mass. There are $N$ atoms per unit volume, all initially at rest. The ion loses energy in independent elastic two-body collisions, with the cross section for an energy transfer between $T$ and $T+dT$

$$d\sigma = C\,E^{-m}\,T^{-1-m}\,dT,\qquad 0<T<E,\qquad m=\tfrac13 .$$

The upper limit is $E$ because a head-on collision between equal masses transfers the whole energy. Electronic losses and binding energies are neglected, and the ion is followed down to zero energy. Let $R(E)$ be the mean total length of its path, measured along the track.

(a) Derive an integral equation for $R(E)$ and solve it.

(b) The continuous slowing-down approximation (CSDA) replaces the collisions by a smooth loss at the mean rate $S(E)$, the stopping power. Show that it overestimates $R$ by about 10.7 percent of $R$, at every energy. Which collisions cause the error?

(c) Find both lengths for 5000 eV germanium ions in amorphous germanium, and estimate what the model leaves out.

The algebra is in atomic units; numerical energies are in eV and lengths in angstrom.

## Hints

1. Let the ion advance by a short length $\delta x$. Either nothing happens, or it continues with energy $E-T$. The mean path still to come is then known in terms of $R$ itself.
2. The total cross section diverges at small $T$. Leave out transfers below $\eta E$ at first, and let $\eta\to0$ once the terms have been combined.
3. Put $T=tE$ and try a power of $E$.
4. Integrate by parts to reach the beta function $B(p,q)=\int_0^1 t^{p-1}(1-t)^{q-1}dt$.
5. To find the origin of the error, compare $R(E)-R(E-T)$ with $T\,R'(E)$.

## Solution

### (a) The integral equation

Keep transfers with $T>\eta E$, where $0<\eta<1$. Their total cross section is finite, so for a short step the probability of one collision is $N\delta x\int d\sigma$, and two collisions contribute at order $\delta x^2$. The mean path from the start is the step plus the mean path that remains:

$$R(E)=\delta x+\Big(1-N\delta x\int_{\eta E}^{E}d\sigma\Big)R(E)+N\delta x\int_{\eta E}^{E}d\sigma\,R(E-T).$$

Cancel $R(E)$ on both sides and divide by $\delta x$:

$$N\int_{\eta E}^{E}d\sigma\,[R(E)-R(E-T)]=1 .$$

Now let $\eta\to0$. For small $T$ the bracket is approximately $T R'(E)$, so the integrand behaves as $T^{-m}$, which is integrable for $m<1$. The energy loss per length carried by the omitted transfers is proportional to $\eta^{1-m}$ and vanishes in the same limit. Hence

$$N\int_0^E d\sigma\,[R(E)-R(E-T)]=1,\qquad R(0)=0. \tag{1}$$

With $T=tE$ and $dT=E\,dt$, the cross section becomes

$$d\sigma=C E^{-m}(tE)^{-1-m}E\,dt=C E^{-2m}t^{-1-m}dt .$$

The factor $E^{-2m}$ must be cancelled by $R$, so try $R=AE^{2m}$. Then

$$R(E)-R(E-T)=AE^{2m}\,[1-(1-t)^{2m}],$$

and equation (1) reduces to $NCAJ=1$, with

$$J=\int_0^1 t^{-1-m}\,[1-(1-t)^{2m}]\,dt,\qquad R(E)=\frac{E^{2m}}{NCJ}. \tag{2}$$

This is the unique continuous solution. Suppose there were two, with difference $h$. Then $h(0)=0$ and $\int d\sigma\,[h(E)-h(E-T)]=0$ at every energy. If $h$ is positive somewhere on an interval $[0,E_0]$, it has a positive maximum there, at some $E_*>0$. At $E=E_*$ the integrand is nowhere negative, yet its integral is zero, so $h(E_*-T)=h(E_*)$ for all $0<T<E_*$. Letting $T\to E_*$ gives $h(0)=h(E_*)>0$, a contradiction. Applying the argument to $-h$ excludes negative values.

To evaluate $J$, integrate by parts with $u=1-(1-t)^{2m}$ and $v=-t^{-m}/m$:

$$J=\Big[-\frac{t^{-m}}{m}\big(1-(1-t)^{2m}\big)\Big]_0^1+\frac1m\int_0^1t^{-m}\,2m(1-t)^{2m-1}dt .$$

At $t=1$ the end term is $-1/m$. At $t\to0$ it behaves as $-2t^{1-m}$ and vanishes. The remaining integral is a beta function with $p=1-m$ and $q=2m$, so

$$J=-\frac1m+2B(1-m,2m). \tag{3}$$

For $m=1/3$, with $B(2/3,2/3)=2.05339$,

$$J=2\times2.05339-3=1.10678 .$$

Direct quadrature of the integral in (2) gives the same value.

### (b) Comparison with continuous slowing down

The mean energy loss per unit path is

$$S(E)=N\int_0^E T\,d\sigma=NCE^{-m}\int_0^E T^{-m}dT=\frac{NC}{1-m}E^{1-2m}. \tag{4}$$

If the ion lost energy smoothly at this rate, its path would be

$$R_{\rm CSDA}(E)=\int_0^E\frac{dE'}{S(E')}=\frac{1-m}{NC}\int_0^E E'^{\,2m-1}dE'=\frac{1-m}{2m}\,\frac{E^{2m}}{NC}. \tag{5}$$

Dividing (5) by (2) removes $N$, $C$ and $E$:

$$\frac{R_{\rm CSDA}}{R}=\frac{1-m}{2m}\,J. \tag{6}$$

For $m=1/3$ the prefactor is $(2/3)/(2/3)=1$. Therefore

$$\frac{R_{\rm CSDA}}{R}=2B(\tfrac23,\tfrac23)-3=1.107,$$

which is an overestimate of 10.7 percent relative to $R$. The error does not shrink at high energy, because the distribution of the fractional loss $t$ is the same at every energy.

The sign can be seen without the beta function. Expand

$$1-(1-t)^{2/3}=\tfrac23t+\tfrac19t^2+\tfrac4{81}t^3+\dots$$

All coefficients are positive, since the exponent lies between 0 and 1. Multiplying by $t^{-4/3}$ and integrating turns $t^k$ into $1/(k-\tfrac13)$, so

$$J=1+\tfrac1{15}+\tfrac1{54}+\dots>1 .$$

The first term is the CSDA, which replaces $R(E)-R(E-T)$ by $T R'(E)$. The others are the correction. Physically, $dR_{\rm CSDA}/dE=1/S\propto E^{-1/3}$, so an electronvolt is worth more path at low energy than at high energy. A hard collision removes a whole block of energy, including part of the low-energy range where the ion would have gone furthest per electronvolt. The CSDA prices the entire block at the rate that holds at the top, and so takes too little off the path.

The excess can be assigned to collisions of different hardness by writing

$$J-1=\int_0^1t^{-4/3}\Big[1-(1-t)^{2/3}-\tfrac23t\Big]dt .$$

The part with $t>1/2$ supplies 77 percent of this integral. The same collisions supply $1-(1/2)^{2/3}=37$ percent of the stopping power, so the error is weighted much more strongly towards hard collisions than the energy loss is.

This also shows what happens for unequal masses, where the largest fractional transfer is $\gamma=4M_1M_2/(M_1+M_2)^2$, with $M_1$ and $M_2$ the two masses. Both integrals then stop at $t=\gamma$. The term in $t^k$ gains a factor $\gamma^{k-1/3}$, while the stopping power gains $\gamma^{2/3}$. For $m=1/3$ the ratio becomes

$$\frac{R_{\rm CSDA}}{R}=1+\frac{\gamma}{15}+\frac{\gamma^2}{54}+\dots$$

It tends to 1 for very different masses, when no single collision can take a large fraction of the energy. Equal masses, $\gamma=1$, are the worst case for this power law.

A simulation of individual collisions tests the result without using equation (1). It followed 100,000 ions, with transfers below $0.01E$ replaced by their mean loss. In units of $E^{2/3}/(NC)$ the mean path was $0.9040$ with a standard error of $0.0013$. Equation (2) gives $1/J=0.9035$, and the CSDA gives 1.

The paths of single ions scatter widely about this mean. Let $Q(E)$ be the mean squared path. Squaring "step plus remainder" adds a term $2\,\delta x\,R(E)$ to first order, so $Q$ obeys equation (1) with $2R(E)$ on the right in place of 1. Setting $Q=FE^{4m}$ gives $NCFK=2A$, where $K$ is the integral $J$ with $(1-t)^{4m}$ in place of $(1-t)^{2m}$. Since $A=1/(NCJ)$,

$$\frac{Q}{R^2}=\frac{F}{A^2}=\frac{2J}{K},\qquad \frac{\sqrt{Q-R^2}}{R}=\sqrt{\frac{2J}{K}-1}=45\ \text{percent}\quad(m=\tfrac13).$$

The simulation gives the same spread. The CSDA, in which every ion has the same path, misses it entirely.

### (c) Germanium ions in amorphous germanium

The inputs are rough typical values: atomic number $Z=32$, mass 72.6 u, density $0.044$ atoms per cubic angstrom and $E=5000$ eV. This is the regime of shallow self-implantation.

The constant $C$ comes from a model of screened Coulomb scattering. For equal atoms, in atomic units, define

$$a=\frac{0.8853}{\sqrt2\,Z^{1/3}},\qquad \varepsilon=\frac{Ea}{2Z^2},\qquad x=\varepsilon\sqrt{T/E},\qquad d\sigma=\pi a^2\frac{f(x)}{x^2}\,dx .$$

Here $a$ is the screening length and $\varepsilon$ is the centre-of-mass energy $E/2$ divided by $Z^2/a$. The Winterbon–Sigmund–Sanders fit to Thomas–Fermi scattering is

$$f(x)=\lambda x^{1/3}\big[1+(2\lambda x^{4/3})^{2/3}\big]^{-3/2},\qquad\lambda=1.309 .$$

At small $x$ it reduces to $\lambda x^{1/3}$. At fixed $E$, $dx=x\,dT/(2T)$, and $x^{-2/3}=(2Z^2/a)^{2/3}(ET)^{-1/3}$. Hence

$$d\sigma=\frac{\pi\lambda a^2}{2}\,x^{-2/3}\frac{dT}{T}=C\,E^{-1/3}T^{-4/3}dT,\qquad C=\frac{\pi\lambda a^2}{2}\Big(\frac{2Z^2}{a}\Big)^{2/3}.$$

The numbers are $a=0.1043$ angstrom, $\varepsilon=0.0177$ and $C=38.06$ atomic units. Equation (4), converted from atomic units, gives $S=108.8$ eV/angstrom at the initial energy.

Equations (4) and (5) combine to $R_{\rm CSDA}=E/(2mS)$, so

$$R_{\rm CSDA}=\frac32\times\frac{5000}{108.8}=68.9\ \text{angstrom},\qquad R=\frac{R_{\rm CSDA}}{J}=62.3\ \text{angstrom}.$$

Both are computed from unrounded values; they are 6.9 nm and 6.2 nm. The difference is 6.6 angstrom; the tenths serve to show it and do not express the accuracy of the model.

Several omissions can be sized for the same ion, target and energy.

- **Screening beyond the power law.** The full fit lowers the initial nuclear stopping by 4.5 percent and lengthens the mean path to 63.9 angstrom. The CSDA excess becomes 10.0 percent.
- **Electronic stopping.** The Lindhard–Scharff formula for equal atoms is $S_e=8\pi NZ^{7/6}v/2^{3/2}$, with $v$ the ion speed. A smooth loss adds $S_eR'(E)$ to the left side of (1). Initially $S_e$ is 8 percent of the power-law nuclear stopping. Added to the power law, it shortens the mean path to 58.6 angstrom and gives an excess of 10.3 percent.
- **Both together.** The mean path is 60.0 angstrom, the CSDA path 65.9 angstrom and the excess 9.7 percent.
- **A finite stopping energy.** If the ion stops once its energy falls below 20 eV, the lost path is at most $R(20\ \text{eV})$. This is $(20/5000)^{2/3}=2.5$ percent of $R$.
- **The interatomic potential.** The Ziegler–Biersack–Littmark universal nuclear stopping is 87.2 eV/angstrom at the start, 20 percent below the power law. Its CSDA path from 5000 to 20 eV is 97.6 angstrom, against 67.2 angstrom for the power law over the same interval.

The last change, 45 percent in length, is by far the largest of these. It exceeds the 25 percent that the initial stopping powers alone would suggest, so the two models differ more at lower energies along the path. Absolute lengths from the power law are therefore rough estimates for a real implant. The first two corrections together lower the CSDA excess from 10.7 to 9.7 percent. The universal potential changes it more, and in the opposite direction. With the classical differential cross section of that potential in equation (1), and the path ended once the energy falls below 20 eV, the mean path is about 84 angstrom and the excess is about 16.5 percent, against 10 percent for the power law ended in the same way. This figure depends on where the path is ended: it is about 15 percent for 50 eV and 18 percent for 5 eV. The figure of 10.7 percent therefore belongs to the cross section $T^{-4/3}$ used over the whole range of $T$ and is not a precise value for germanium. That form is itself an approximation for hard collisions: exact classical scattering on the corresponding $r^{-3}$ potential gives 11.7 percent.

At the lowest energies the ion interacts with several atoms at once, so the picture of independent two-body collisions itself becomes doubtful near the end of the path. In a crystalline target, ions can also be steered along open channels. This breaks the assumption of independent random collisions, and its effect is not estimated here. An implanted depth profile, moreover, records depth and not path length, which is the subject of the second variation.

## Variation 1: other power laws

*For which $m$ between 0 and 1 does the CSDA overestimate the mean path?*

Equations (2) to (6) hold throughout this interval. The sign follows from the curvature of $R\propto E^{2m}$.

- For $m<1/2$, $R$ is concave and $1-(1-t)^{2m}>2mt$. The CSDA path is too long. At $m=1/4$ the ratio is 1.189.
- For $m=1/2$, $R$ is linear in $E$ and the stopping power is constant. Then $B(1/2,1)=2$, $J=2$ and the ratio is 1. The mean is correct, although individual paths still fluctuate.
- For $m>1/2$, $R$ is convex and the inequality reverses. The CSDA path is too short. At $m=2/3$ the ratio is 0.950.

In the limit $m\to0$, $1-(1-t)^{2m}\to-2m\ln(1-t)$, so

$$\frac{R_{\rm CSDA}}{R}\to\int_0^1\frac{-\ln(1-t)}{t}\,dt=\sum_{k=1}^\infty\frac1{k^2}=\frac{\pi^2}{6},$$

after expanding the logarithm and integrating term by term. The overestimate is then about 64 percent.

## Variation 2: mean projected range

*Find the mean distance $P(E)$ travelled along the initial direction, for $m=1/3$.*

Let a collision deflect the ion by an angle $\varphi$. The azimuth is random, so sideways contributions average to zero and the remaining path contributes $\cos\varphi\,P(E-T)$ on average. The argument of part (a) gives

$$N\int_0^E d\sigma\,[P(E)-\cos\varphi\,P(E-T)]=1 .$$

The angle follows from momentum conservation. The recoil momentum is the difference between the ion's initial and final momenta. Squaring it and dividing by twice the common mass gives

$$T=E+(E-T)-2\sqrt{E(E-T)}\cos\varphi\quad\Rightarrow\quad\cos\varphi=\sqrt{1-T/E}.$$

With $P\propto E^{2m}$, the factor $(1-t)^{2m}$ in $J$ is replaced by $(1-t)^{2m+1/2}$. The same integration by parts gives, for $m=1/3$,

$$J_P=-3+\tfrac72B(\tfrac23,\tfrac76)=1.674,\qquad \frac PR=\frac{J}{J_P}=\frac{1.107}{1.674}=0.661 .$$

The simulation, which also tracked directions, gave a mean depth of $0.5986$ in units of $E^{2/3}/(NC)$, against $1/J_P=0.5973$.

For the germanium example $P=41$ angstrom, or 4.1 nm, within the power law. The universal potential, with the path ended at 20 eV, gives about 54 angstrom, while $P/R$ changes only to 0.64. Using the CSDA path of 69 angstrom as a depth would overestimate $P$ by 67 percent within this model. Most of that error comes from ignoring deflection, and the smaller part from the CSDA itself. The remaining computed values are in the numerical output.

## Calculated quantities

```
B(2/3,2/3) = 2.05339 (no unit)
J for path, closed form = 1.10678 (no unit)
J for path, quadrature = 1.10678 (no unit)
CSDA excess over mean path = 10.68 percent
CSDA/mean at m=1/4 = 1.1888 (no unit)
CSDA/mean at m=1/2 = 1.0000 (no unit)
CSDA/mean at m=2/3 = 0.9500 (no unit)
Share of excess from T > E/2 = 76.8 percent
Share of stopping from T > E/2 = 37.0 percent
Monte Carlo ions = 100000 (count)
Monte Carlo mean path = 0.9040 E^(2/3)/(N C)
  its standard error = 0.0013 E^(2/3)/(N C)
Integral-equation mean path = 0.9035 E^(2/3)/(N C)
CSDA path = 1.0000 E^(2/3)/(N C)
Relative path spread, formula = 45.3 percent
Relative path spread, Monte Carlo = 45.3 percent
J for projected range = 1.67423 (no unit)
Monte Carlo mean depth = 0.5986 E^(2/3)/(N C)
Formula mean depth = 0.5973 E^(2/3)/(N C)
Input: atomic number = 32, mass = 72.6 u
Input: density = 0.044 atoms/angstrom^3
Input: energy = 5000 eV, stopping energy = 20 eV
Input: fit constant lambda = 1.309 (no unit)
Screening length = 0.1043 angstrom
Reduced energy = 0.0177 (no unit)
C = 38.06 atomic units
Power-law stopping power = 108.8 eV/angstrom
CSDA path = 68.9 angstrom = 6.89 nm
Mean path = 62.3 angstrom = 6.23 nm
CSDA minus mean path = 6.6 angstrom
Mean projected range = 41.2 angstrom
Projected range / mean path = 0.661 (no unit)
Full-fit / power-law stopping at start = 0.955 (no unit)
Electronic / power-law stopping at start = 0.082 (no unit)
Full fit: mean path = 63.9 angstrom
Full fit: CSDA excess = 10.00 percent
Power law + electronic: mean path = 58.6 angstrom
Power law + electronic: CSDA excess = 10.34 percent
Full fit + electronic: mean path = 60.0 angstrom
Full fit + electronic: CSDA path = 65.9 angstrom
Full fit + electronic: CSDA excess = 9.74 percent
Universal nuclear stopping at start = 87.2 eV/angstrom
Universal CSDA path to stopping energy = 97.6 angstrom
Power-law CSDA path to stopping energy = 67.2 angstrom
CSDA path share below stopping energy = 2.52 percent
```
